\section*{Surface cooling after a short heat pulse on an insulated solid}

\section{Three temperatures without a heat loss}

A model silicon wafer at 900 K absorbs 12 J/cm$^2$ at its front face in a flash of 1 ms. With constant material properties, a deep solid and a vanishingly short pulse, the front face is 184.0 K above its starting temperature after 2 ms, 116.4 K after 5 ms and 82.3 K after 10 ms. No energy leaves the solid in this calculation. The first two rises have the ratio $184.0/116.4=1.58$, which is $\sqrt{5/2}$. Why should the surface cool as the inverse square root of time, and what fixes the size of the rise?

If energy $Q$ per unit area heats a layer of depth $d$ uniformly, the rise is
\begin{equation}
\theta=\frac{Q}{\rho c\,d},
\end{equation}
with $\rho$ the density and $c$ the specific heat. Here $Q$ is the energy absorbed, not the energy that falls on the surface. As heat spreads, $d$ grows and $\theta$ falls. The task is to find the $d$ that gives the correct surface temperature.

Let $x$ be the depth below the surface and $\theta(x,t)$ the rise above a uniform base temperature. Fourier's law gives the heat flux $J=-k\,\partial\theta/\partial x$, with $k$ the conductivity. A slice of thickness $dx$ gains heat at the rate $J(x)-J(x+dx)=-(\partial J/\partial x)\,dx$, and its stored heat grows at the rate $\rho c\,(\partial\theta/\partial t)\,dx$. For constant $k$, $\rho$ and $c$, equating the two gives
\begin{equation}
\frac{\partial\theta}{\partial t}=D\frac{\partial^2\theta}{\partial x^2},\qquad D=\frac{k}{\rho c}.
\label{heat}
\end{equation}
An insulated face has $J=0$, hence $\partial\theta/\partial x=0$ there. One space coordinate suffices if the heating is uniform over an area much wider than the heated depth.

\section{One cosine in an insulated slab}

Take first a slab $0\le x\le L$ with both faces insulated, and try $\theta=A(t)\cos(qx)$. Its slope, $-qA\sin(qx)$, vanishes at $x=0$. It also vanishes at $x=L$ if
\begin{equation}
q=q_n=\frac{n\pi}{L},\qquad n=0,1,2,\ldots
\end{equation}
Two derivatives of the cosine give the factor $-q_n^2$, so (\ref{heat}) becomes $dA/dt=-Dq_n^2A$ and
\begin{equation}
\theta=A(0)\,e^{-Dq_n^2t}\cos(q_nx).
\end{equation}
Fine patterns, with large $q_n$, fade fastest. In the limit $n=0$ the slab is uniformly warm and nothing decays, as energy conservation requires.

\section{A heated layer in the slab}

Now let the energy be deposited at $t=0$ with a depth distribution $f(x)\ge0$ normalized to $\int_0^Lf\,dx=1$:
\begin{equation}
\theta(x,0)=\frac{Q}{\rho c}f(x).
\end{equation}
Expand this in the cosines. For $n\ge1$, $\int_0^L\cos^2(q_nx)\,dx=L/2$; for $n=0$ the integral is $L$; products of different cosines integrate to zero. Multiplying the expansion by one cosine and integrating therefore isolates its coefficient. With
\begin{equation}
F(q)=\int_0^L f(x)\cos(qx)\,dx,\qquad F(0)=1,
\end{equation}
the coefficients are $Q/(\rho cL)$ for $n=0$ and $2QF(q_n)/(\rho cL)$ for $n\ge1$. Since (\ref{heat}) is linear, each term decays on its own:
\begin{equation}
\theta(x,t)=\frac{Q}{\rho cL}\left[1+2\sum_{n=1}^{\infty}F(q_n)e^{-Dq_n^2t}\cos(q_nx)\right].
\label{slab}
\end{equation}
There is no second solution. The difference $w$ of two solutions starts from zero, and integration by parts with insulated faces gives
\begin{equation}
\frac{d}{dt}\int_0^Lw^2dx=2D\int_0^Lw\frac{\partial^2w}{\partial x^2}dx=-2D\int_0^L\left(\frac{\partial w}{\partial x}\right)^2dx\le0 ,
\end{equation}
so $w$ stays zero.

At late times all exponentials vanish and the rise tends to $Q/(\rho cL)$. For the wafer, $\rho c=2.33\times0.88=2.050$ J/(cm$^3$ K) and $L=775$ $\mu$m, which gives 75.5 K. This is the simple uniform layer again, with $d=L$.

\section{The half-space and the thin layer}

Let $L\to\infty$ at fixed $t$. Neighbouring $q_n$ are $\Delta q=\pi/L$ apart, so $2/L=(2/\pi)\Delta q$. The sum in (\ref{slab}) becomes an integral, because its terms vary smoothly with $q$ and the exponential cuts them off at large $q$. The separate $n=0$ term vanishes as $1/L$. Thus
\begin{equation}
\theta(x,t)=\frac{2Q}{\pi\rho c}\int_0^\infty F(q)e^{-Dq^2t}\cos(qx)\,dq .
\label{half}
\end{equation}

For energy absorbed ever closer to the surface, $F(q)\to1$. The error made by setting $F=1$ can be bounded. From $1-\cos y=2\sin^2(y/2)$ and $|\sin(y/2)|\le|y/2|$ it follows that $0\le1-\cos y\le y^2/2$, so
\begin{equation}
0\le1-F(q)\le\frac{q^2\langle x^2\rangle}{2},\qquad \langle x^2\rangle=\int_0^\infty x^2f\,dx .
\label{bound}
\end{equation}

Two integrals are needed. Define
\begin{equation}
G(a,x)=\int_0^\infty e^{-aq^2}\cos(qx)\,dq,\qquad a>0 .
\end{equation}
Differentiate with respect to $x$, use $q\,e^{-aq^2}=-\frac{1}{2a}\frac{d}{dq}e^{-aq^2}$, and integrate by parts:
\begin{align}
\frac{\partial G}{\partial x}&=-\int_0^\infty q\,e^{-aq^2}\sin(qx)\,dq
=\frac1{2a}\int_0^\infty\left(\frac{d}{dq}e^{-aq^2}\right)\sin(qx)\,dq\nonumber\\
&=-\frac{x}{2a}\int_0^\infty e^{-aq^2}\cos(qx)\,dq=-\frac{x}{2a}G .
\end{align}
The boundary term vanishes at $q=0$ through the sine and at infinity through the exponential. Hence $G(a,x)=G(a,0)\,e^{-x^2/(4a)}$. The square of the integral over the whole line, in polar coordinates, is
\begin{equation}
[2G(a,0)]^2=\int_0^\infty2\pi r\,e^{-ar^2}dr=\frac{\pi}{a},\qquad G(a,0)=\frac12\sqrt{\frac{\pi}{a}} .
\end{equation}
Differentiating $G(a,0)$ with respect to $a$ and changing the sign gives the second integral,
\begin{equation}
\int_0^\infty q^2e^{-aq^2}dq=\frac{\sqrt\pi}{4a^{3/2}} .
\end{equation}

With $F=1$ and $a=Dt$, (\ref{half}) becomes
\begin{equation}
\theta(x,t)=\frac{2Q}{\pi\rho c}\,\frac12\sqrt{\frac{\pi}{Dt}}\;e^{-x^2/(4Dt)}
=\frac{Q}{\rho c\sqrt{\pi Dt}}\,e^{-x^2/(4Dt)},
\label{profile}
\end{equation}
and at the surface
\begin{equation}
\theta_0(t)\equiv\theta(0,t)=\frac{Q}{\rho c\sqrt{\pi Dt}},\qquad t>0 .
\label{law}
\end{equation}
The depth sought at the start is $d=\sqrt{\pi Dt}$.

By (\ref{bound}), a layer of finite depth lowers the surface rise by at most the fraction
\begin{equation}
\frac{\tfrac12\langle x^2\rangle\,\sqrt\pi/[4(Dt)^{3/2}]}{\tfrac12\sqrt{\pi}/(Dt)^{1/2}}=\frac{\langle x^2\rangle}{4Dt}.
\label{depth}
\end{equation}
This fraction vanishes with the layer depth at every fixed $t>0$, so the limit is justified. When the heated layer is thin compared with $\sqrt{Dt}$, the same expression is the leading correction, since $1-\cos y$ begins with $y^2/2$.

Energy provides a check on the factor $\sqrt\pi$. Using $\int_0^\infty e^{-x^2/(4Dt)}dx=\sqrt{\pi Dt}$,
\begin{equation}
\rho c\int_0^\infty\theta\,dx=\frac{Q}{\sqrt{\pi Dt}}\sqrt{\pi Dt}=Q .
\end{equation}
The slope is $-x\theta/(2Dt)$, which vanishes at the surface. If the same $Q$ were released on a plane inside an unbounded solid, symmetry would send half to each side, and the rise on that plane would be half of (\ref{law}).

\section{Numbers for the short pulse}

The conductivity at 900 K is taken as 0.33 W/(cm K), so $D=0.33/2.050=0.1609$ cm$^2$/s. At 5 ms the depth $\sqrt{\pi Dt}$ is 503 $\mu$m, and
\begin{equation}
\theta_0=\frac{12\ \mathrm{J/cm^2}}{2.050\ \mathrm{J/(cm^3\,K)}\times503\ \mu\mathrm m}=116.4\ \mathrm K .
\end{equation}
The surface is then at 1016 K. The cooling rate follows from $\theta_0\propto t^{-1/2}$:
\begin{equation}
-\frac{d\theta_0}{dt}=\frac{\theta_0}{2t}=\frac{116.4\ \mathrm K}{2\times5\ \mathrm{ms}}=11.64\ \mathrm{K/ms}.
\end{equation}

A finite-volume calculation tested (\ref{law}). It used energy balance and Fourier's law on a solid 1 cm deep, with all the energy initially in a surface cell about 0.1 $\mu$m thick. Between 1 and 20 ms its surface rise differed from (\ref{law}) by at most 0.002\,\% of the latter.

An implanted layer 0.1 $\mu$m deep follows the surface temperature closely in this model. At 5 ms its rise is lower by the fraction $x^2/(4Dt)\approx3\times10^{-8}$.

\section{A pulse of finite length}

Equation (\ref{law}) diverges as $t\to0$, because it puts a finite energy into a layer of no thickness. It therefore cannot supply a peak temperature. Let the power be constant, $Q/\tau$ per unit area, from $-\tau/2$ to $\tau/2$, so that $t$ is now measured from the middle of the pulse. By linearity, the energy $Q\,ds/\tau$ absorbed at time $s$ contributes (\ref{law}) with elapsed time $t-s$. During the pulse,
\begin{equation}
\theta(0,t)=\frac{Q}{\rho c\tau\sqrt{\pi D}}\int_{-\tau/2}^{t}\frac{ds}{\sqrt{t-s}}
=\frac{2Q}{\rho c\tau\sqrt{\pi D}}\sqrt{t+\tfrac{\tau}{2}},
\end{equation}
which rises steadily. After the pulse the upper limit is $\tau/2$, and
\begin{equation}
\theta(0,t)=\frac{2Q}{\rho c\tau\sqrt{\pi D}}\left[\sqrt{t+\tfrac{\tau}{2}}-\sqrt{t-\tfrac{\tau}{2}}\right].
\label{pulse}
\end{equation}
The time derivative of the bracket, $\frac12[(t+\tau/2)^{-1/2}-(t-\tau/2)^{-1/2}]$, is negative. The peak is thus at the end of the pulse:
\begin{equation}
\theta_{\rm peak}=\frac{2Q}{\rho c\sqrt{\pi D\tau}} .
\end{equation}
This is twice the value of (\ref{law}) at $t=\tau$. For $\tau=1$ ms it is 521 K.

Far from the pulse, (\ref{pulse}) must return to (\ref{law}). Put $\varepsilon=\tau/(2t)$ and use $\sqrt{1\pm\varepsilon}=1\pm\varepsilon/2-\varepsilon^2/8\pm\varepsilon^3/16+\ldots$. The even terms cancel in the difference, leaving $\varepsilon+\varepsilon^3/8$, so
\begin{equation}
\theta(0,t)\simeq\frac{2Q\sqrt t}{\rho c\tau\sqrt{\pi D}}\,\frac{\tau}{2t}\left(1+\frac{\varepsilon^2}{8}\right)
=\theta_0(t)\left(1+\frac{\tau^2}{32t^2}\right).
\end{equation}
The correction falls to 1\,\% at $t=\tau/\sqrt{0.32}=1.77$ ms. The choice of time origin matters here. If the clock started at the beginning of the pulse, $t+\tau/2$ would replace $t$ in (\ref{law}), and the predicted rise would be low by about $\tau/(4t)$, or 5\,\% at 5 ms.

\section{A wafer of finite thickness}

The slab series (\ref{slab}) is convenient at late times. At early times reflections are more useful. Extend the solid evenly to negative $x$; the surface source then releases $2Q$, half to each side. To insulate the back face $x=L$ as well, the temperature must also be symmetric about $x=L$. This requires equal sources at $x=2nL$ for every integer $n$. A source at distance $2|n|L$ contributes $\theta_0\exp[-(2nL)^2/(4Dt)]$ at the front face, and therefore
\begin{equation}
\theta(0,t)=\theta_0(t)\left[1+2\sum_{n=1}^{\infty}e^{-n^2L^2/(Dt)}\right].
\label{images}
\end{equation}
At late times the bracket, a sum over all integers, approaches $\int_{-\infty}^{\infty}e^{-n^2L^2/(Dt)}dn=\sqrt{\pi Dt}/L$. The rise then becomes $Q/(\rho cL)$, in agreement with the slab series.

At early times the first image dominates the correction. It reaches 1\,\% when $2e^{-L^2/(Dt)}=0.01$, that is at $t=L^2/(D\ln200)=7.04$ ms. Pulse length and thickness thus each change the rise by less than about 1\,\% between 1.77 and 7.04 ms. Other effects are not covered by this window.

\section{The model beside a real anneal}

The parameters are rough values for flash-lamp annealing of a preheated silicon wafer, in which millisecond pulses heat the surface well above the bulk. Of the assumptions examined here at 5 ms, constant conductivity fails most clearly. Hot silicon conducts less well, represented here by $k\propto1/T$. With that change alone, the calculated rise at 5 ms after the 1 ms pulse increases by 5.8\,\%. This figure belongs to the assumed form of $k(T)$; a conductivity that falls faster than $1/T$ just above 900 K, as tabulated values for pure silicon do, gives a larger increase. Real lamp pulses are also not square, and circuit patterns absorb unevenly; neither effect is sized here.

The other effects calculated, each taken alone at 5 ms, are smaller:
\begin{itemize}
\item The pulse length adds 0.13\,\% and the finite thickness 0.11\,\%.
\item An exponential absorption profile with depth $\delta=10$ $\mu$m has $\langle x^2\rangle=2\delta^2$; by (\ref{depth}) it removes $\delta^2/(2Dt)=0.06\,\%$.
\item Radiation from a black front face removes 0.36\,\%, if the preheating balances the loss at 900 K.
\item A specific heat growing by $10^{-4}$ of its base value per kelvin removes 0.07\,\%.
\end{itemize}

A combined calculation included all of these except the absorption depth, together with the varying conductivity. It gives rises of 200.4, 122.7 and 88.5 K at 2, 5 and 10 ms. Relative to these, (\ref{law}) is low by 8.2, 5.2 and 7.0\,\%. The error does not fall steadily because two effects act at opposite ends. The conductivity effect weakens as the surface cools: in a deep solid it drops from 5.8\,\% at 5 ms to about 3\,\% at 20 ms. Meanwhile the back face begins to matter. At 10 ms the first image in (\ref{images}) adds $2e^{-3.73}$, or about 5\,\%, for constant properties, and somewhat less when the conductivity falls in the hot layer.

The peak is more sensitive to each single assumption. With all the energy absorbed at the surface, the combined calculation gives a rise of 605 K instead of 521 K, and a peak temperature of 1505 K. This lies below silicon's melting point of roughly 1690 K. Above that point latent heat would enter the energy balance, and (\ref{heat}) would no longer suffice. For the cooling surface, (\ref{law}) with base-temperature properties agrees with the combined calculation to better than 10\,\% at the three times examined. For the peak, the pulse length, the fall of conductivity with temperature and the absorption depth all matter. Light absorbed over a depth $\delta$ much smaller than $\sqrt{D\tau}$ lowers the peak by about $Q\delta/(k\tau)$, because part of the heat no longer has to be conducted through this layer. For $\delta=10$ $\mu$m and the conductivity at 900 K this is about 36 K. For the same $\delta$ it is more if the conductivity falls as the silicon heats up: with $k\propto1/T$ the value near 1500 K is 0.20 W/(cm K), and the same estimate gives roughly 60 K. Absorption over 10 $\mu$m therefore undoes much of the increase from 521 to 605 K. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough, silicon flash-anneal regime)
density: 2.33 g/cm3
specific heat: 0.88 J/(g K)
conductivity: 0.33 W/(cm K)
base temperature: 900 K
absorbed energy Q: 12.0 J/cm2
pulse length: 1.0 ms
wafer thickness: 775 um
optical absorption depth: 10 um
specific-heat slope: 1.0e-04 1/K
melting point: 1690 K
DERIVED
rho c: 2.050 J/(cm3 K)
diffusivity D: 0.1609 cm2/s
SURFACE RISE, time from middle of pulse
t = 2 ms: heated depth sqrt(pi D t) 318 um
  simple law: 184.0 K
  grid, same assumptions: 184.0 K
  grid, combined effects: 200.4 K
  simple law relative to combined: -8.2 %
t = 5 ms: heated depth sqrt(pi D t) 503 um
  simple law: 116.4 K
  grid, same assumptions: 116.4 K
  grid, combined effects: 122.7 K
  simple law relative to combined: -5.2 %
t = 10 ms: heated depth sqrt(pi D t) 711 um
  simple law: 82.3 K
  grid, same assumptions: 82.3 K
  grid, combined effects: 88.5 K
  simple law relative to combined: -7.0 %
largest grid-law mismatch, 1 to 20 ms: 0.002 %
surface temperature at 5 ms, law: 1016 K
cooling rate at 5 ms, law: 11.64 K/ms
cooling rate at 5 ms, grid: 11.64 K/ms
PEAK AT END OF PULSE
rise, constant properties: 521 K
rise, combined effects: 605 K
temperature, combined effects: 1505 K
ONE-PERCENT WINDOW (pulse and thickness only)
from 1.77 ms to 7.04 ms
NEGLECTED EFFECTS, change of rise at 5 ms
finite pulse length: +0.126 %
optical absorption depth: -0.062 %
finite wafer thickness: +0.115 %
black-body radiation, front: -0.363 %
conductivity as 1/T: +5.779 %
specific heat growing with T: -0.070 %
conductivity effect at 20 ms, deep solid: +3.05 %
final uniform rise of insulated wafer: 75.5 K
\end{verbatim}
